# Dark-count-limited noise-equivalent power of a 1550 nm photon counter

## The form of the answer from dimensions

A photon counter receives light of power \(P\) at photon energy \(h\nu\). It registers each photon with probability \(\eta\), and without light it still counts at a mean rate \(D\), the dark-count rate. We ask for the smallest power that stands out from the dark counts in a measurement of duration \(T\).

The counter reports a number of events, so the light enters through the mean number of detected photons,

\[
S=\frac{\eta P T}{h\nu}.
\]

The smallest detectable \(S\) is a pure number. Once the detection criterion is chosen, it can depend on \(D\) and \(T\) only through their dimensionless combination, the mean dark count \(N=DT\). The efficiency \(\eta\) is also a pure number, so dimensions alone do not exclude it; it drops out for light with Poisson statistics, as the next section shows. For such light \(S=F(N)\), and

\[
P_{\min}=\frac{h\nu}{\eta T}\,F(DT).
\]

A noise-equivalent power (NEP) is quoted in W/√Hz. This presumes that the detectable power varies as the square root of the bandwidth, and therefore as \(T^{-1/2}\). The formula has that property when \(F(N)\propto\sqrt N\), and then

\[
\mathrm{NEP}=C\,\frac{h\nu}{\eta}\sqrt D .
\]

The units agree: J multiplied by s\(^{-1/2}\) is W/√Hz. Dimensions leave three matters open: the constant \(C\), the range of \(N\) in which \(F\propto\sqrt N\), and the first correction to that law.

## Counting statistics

We assume that dark counts occur independently at a constant mean rate. Their number \(n\) in time \(T\) then follows the Poisson distribution \(p_n=e^{-N}N^n/n!\). Its variance follows from

\[
\langle n(n-1)\rangle=\sum_{n\ge2}\frac{e^{-N}N^n}{(n-2)!}=N^2 ,
\]

because \(\langle n^2\rangle=N^2+N\), and subtracting \(\langle n\rangle^2=N^2\) leaves

\[
\operatorname{var}(n)=N=DT .
\]

The light is assumed to deliver Poisson-distributed photons, as steady laser light does, with mean \(\mu=PT/(h\nu)\). If each photon is detected independently with probability \(\eta\), the probability of \(k\) detections is

\[
\sum_{n\ge k}\frac{e^{-\mu}\mu^n}{n!}\,\frac{n!}{k!(n-k)!}\,\eta^k(1-\eta)^{n-k}
=\frac{e^{-\mu}(\eta\mu)^k}{k!}\sum_{m\ge0}\frac{[\mu(1-\eta)]^m}{m!}
=\frac{e^{-\eta\mu}(\eta\mu)^k}{k!}.
\]

Here \(m=n-k\), and the last sum is \(e^{\mu(1-\eta)}\). The detected photons are again Poisson-distributed, with mean and variance \(S=\eta\mu\).

Signal and dark counts are independent, so their variances add. Suppose that \(D\) is known from a long calibration, so that subtracting \(DT\) adds no noise. A signal-to-noise ratio of one then means

\[
S^2=S+N .
\]

The first term on the right is the shot noise of the signal, and the second is that of the dark counts. The positive root of \(S^2-S-N=0\) is

\[
F(N)=S=\frac{1+\sqrt{1+4N}}{2}.
\]

## Many dark counts: leading term and first correction

Define \(\epsilon=1/(2\sqrt N)\). Then \(1/2=\sqrt N\,\epsilon\), and \(\tfrac12\sqrt{1+4N}=\sqrt N\sqrt{1+\epsilon^2}\). Therefore

\[
S=\sqrt N\left(\epsilon+\sqrt{1+\epsilon^2}\right)
=\sqrt N\left(1+\epsilon+\frac{\epsilon^2}{2}+O(\epsilon^4)\right),
\]

or, in terms of \(N\),

\[
S=\sqrt N+\frac12+\frac{1}{8\sqrt N}+\dots
\]

The leading term is the rms dark count. The first correction is half a count, whatever the dark rate. Converted to power,

\[
P_{\min}=\frac{h\nu}{\eta}\left[\sqrt{\frac DT}+\frac1{2T}+\dots\right].
\]

The correction falls as \(1/T\), faster than the leading term, so long averaging brings the measurement into the dark-count limit. The NEP is defined by the leading term.

## The factor of two: bandwidth

Let the count rate be estimated with a filter \(g(t)\) of unit area, so that an event at time \(t_k\) contributes \(g(t-t_k)\). Divide time into short steps \(dt\). The counts in different steps are independent, each with variance \(D\,dt\), so the variance of the estimated rate is

\[
\sigma_r^2=D\int_{-\infty}^{\infty}g(t)^2\,dt .
\]

Let \(G(f)\) be the Fourier transform of \(g\). Unit area gives \(G(0)=1\), and because \(g\) is real, \(|G(-f)|=|G(f)|\). The one-sided noise bandwidth is \(B=\int_0^\infty|G(f)|^2df\). Parseval's theorem then gives

\[
\int_{-\infty}^{\infty}g^2\,dt=\int_{-\infty}^{\infty}|G|^2df=2B,
\qquad
\sigma_r^2=2DB .
\]

The one-sided noise density of the count rate is thus \(2D\). Equating the mean signal rate \(\eta P/(h\nu)\) to \(\sigma_r\) gives \(P=(h\nu/\eta)\sqrt{2DB}\). Division by \(\sqrt B\) yields

\[
\boxed{\mathrm{NEP}=\frac{h\nu}{\eta}\sqrt{2D}}
\]

so \(C=\sqrt2\).

For a plain count of duration \(T\), \(g=1/T\) inside the window and zero outside. Then \(\int g^2dt=1/T\), which gives \(B=1/(2T)\). A bandwidth of 1 Hz corresponds to a count of 0.5 s. For exponential averaging, \(g=e^{-t/\tau}/\tau\) for \(t>0\), so \(\int g^2dt=1/(2\tau)\) and \(B=1/(4\tau)\). The two filters give the same NEP because the noise depends on the filter through \(B\) alone.

## Numbers for 1550 nm

Take \(\eta=0.80\) and \(D=100\) s\(^{-1}\). The photon energy is \(h\nu=hc/\lambda=1.2816\times10^{-19}\) J. The incident energy needed per detected count is larger by \(1/\eta\):

\[
\frac{h\nu}{\eta}=\frac{1.2816\times10^{-19}\ \mathrm J}{0.80}
=1.602\times10^{-19}\ \mathrm J .
\]

With \(\sqrt{2D}=\sqrt{200\ \mathrm{s^{-1}}}=14.14\) s\(^{-1/2}\),

\[
\mathrm{NEP}=1.602\times10^{-19}\times14.14
=2.27\times10^{-18}\ \mathrm{W/\sqrt{Hz}}
=2.27\ \mathrm{aW/\sqrt{Hz}},
\]

or roughly 2.3 aW/√Hz.

In a bandwidth of 1 Hz this power is a flux of 17.7 photons per second, of which 80 percent, or 14.1 per second, are detected. In the 0.5 s window there are on average 50 dark counts with an rms fluctuation of 7.07, and the signal adds 7.07 counts. The signal is much smaller than the dark count itself; it has to match only the fluctuation.

The first correction raises the signal from 7.07 to about 7.57 counts, a relative increase of \(\epsilon=1/(2\times7.07)=0.071\). The full root gives a factor of 1.073, and the difference is accounted for by \(\epsilon^2/2=0.0025\). With signal shot noise included, the power for unit signal-to-noise ratio in 1 Hz is therefore \(2.266\times1.073=2.43\) aW. For a count of 100 s the factor is 1.005.

The bandwidth convention matters more than this correction. A plain count of 1 s has \(B=0.5\) Hz, and its dark-limited minimum power is \((h\nu/\eta)\sqrt{D/T}=1.60\) aW. This agrees with an NEP of 2.27 aW/√Hz, since \(2.266\sqrt{0.5}=1.60\). Counting for 100 s lowers the minimum to 0.160 aW, provided that the dark rate stays constant and known.

These relations were tested on simulated dark counts with random arrival times at 100 s\(^{-1}\). The scatter of the counts in 0.5 s windows gave an NEP of 2.272 aW/√Hz, 0.3 percent above the formula. The noise density was 200.0 s\(^{-2}\)/Hz, against \(2D=200\). An exponential filter with \(\tau=0.25\) s, which has \(B=1\) Hz, gave an rms rate of 14.15 s\(^{-1}\), against 14.14.

## What unit signal-to-noise ratio means

An NEP compares detectors; it is not a threshold for reliable detection. Suppose that a signal is announced whenever the 0.5 s window holds more than 57 counts, which is the mean dark count plus one standard deviation, rounded down. Dark counts alone then raise an alarm with probability 0.145. A signal at the NEP level has a total mean near 57 counts, so it is missed roughly half the time.

For a required signal-to-noise ratio \(q\), the condition becomes \(S^2=q^2(S+N)\), with positive root

\[
S=\frac{q^2}{2}+q\sqrt{N+\frac{q^2}{4}}
=q\sqrt N+\frac{q^2}{2}+\dots
\]

The relative first correction is now \(q/(2\sqrt N)\), which is \(q\) times larger than before. Multiplying the NEP by \(q\sqrt B\) is accurate when \(q\ll2\sqrt N\). A strict criterion therefore needs a longer count before the dark-limited formula applies.

## The opposite limit: few dark counts

For \(N\ll1\), the expansion \(\sqrt{1+4N}=1+2N-2N^2+\dots\) gives

\[
S=1+N-N^2+\dots,\qquad
P_{\min}\to\frac{h\nu}{\eta T}.
\]

One detected photon on average is now required, and the noise is that of the signal itself. The power scales as \(1/T\), hence as \(B\) and not as \(\sqrt B\), so a figure in W/√Hz no longer describes the measurement. The boxed formula tends to zero as \(D\to0\), but the detectable power at fixed \(T\) does not.

The two variances \(S\) and \(N\) are equal when \(S^2=2S\), that is, at \(S=N=2\), which marks the crossover. For \(D=100\) s\(^{-1}\) this is \(T=2/D=20\) ms. The approach to the dark limit is slow: \(S/\sqrt N\) is 1.41 at 20 ms and still 1.10 at 250 ms. For counts shorter than \(1/(4D)=2.5\) ms, where \(S\le1.21\), lowering the dark rate brings little, since \(S\) cannot fall below 1.

In the dark-limited regime the two detector parameters have unequal weight. At fixed \(D\), the NEP varies as \(1/\eta\); at fixed \(\eta\), it varies as \(\sqrt D\). Halving it through one parameter alone requires either twice the efficiency, which is impossible when starting from 0.80, or one quarter of the dark rate. This comparison assumes that \(\eta\) and \(D\) can be changed separately. Background photons, such as the thermal light treated below, are counted in proportion to the efficiency; if they make up the whole dark rate, \(D\propto\eta\) and the NEP varies only as \(1/\sqrt\eta\).

## Corrections from the detector and the procedure

**Unknown dark rate.** If \(D\) is not known beforehand, one can count for \(T\) with the light on and for another \(T\) with it off, and subtract. The variances add to \(S+2N\), so \(S^2=S+2N\) and

\[
S=\frac{1+\sqrt{1+8N}}2=\sqrt{2N}+\frac12+\dots
\]

The leading term grows by \(\sqrt2\), while the half count remains. Differences between neighbouring windows of the simulated dark record gave a factor of 1.415. The total measuring time has also doubled.

**Dead time.** After each count the detector is blind for a time \(t_d\); events in that time are lost and do not prolong it. For a true rate \(r\), the interval between counts has mean \(m=t_d+1/r\) and standard deviation \(s=1/r\). In a long time \(T\) there are about \(T/m\) counts. The time taken by \(n\) counts fluctuates by \(s\sqrt n\), which corresponds to \(s\sqrt n/m\) counts. With \(n=T/m\), the count variance is

\[
\frac{s^2T}{m^3}=\frac{rT}{(1+rt_d)^3}.
\]

The measured rate \(r/(1+rt_d)\) responds to a small change of \(r\) with slope \(1/(1+rt_d)^2\). Dividing the rms measured rate by this slope, at \(r=D\), gives the uncertainty of the true rate:

\[
\sqrt{\frac{D}{T(1+Dt_d)^3}}\,(1+Dt_d)^2
=\sqrt{\frac DT}\,\sqrt{1+Dt_d}.
\]

The NEP therefore grows by \(\sqrt{1+Dt_d}\approx1+Dt_d/2\). For \(t_d=50\) ns the relative increase is \(2.5\times10^{-6}\), which is negligible. The formula was tested at \(t_d=5\) ms, where the effect is visible: the simulation gave 1.226 and the formula gives 1.225.

**Thermal light.** A fibre that looks into a warm room carries thermal photons to the detector. Consider one spatial mode of a guide of length \(L\) with group velocity \(v\). For one polarization there are \(L\,d\nu/v\) waves travelling towards the detector in the frequency interval \(d\nu\). Each holds on average \(1/(e^{h\nu/k\Theta}-1)\) photons at temperature \(\Theta\), and these arrive within a time \(L/v\). The length and the velocity cancel. Two polarizations, and all frequencies above \(\nu_c=c/\lambda_c\), give

\[
R=2\int_{\nu_c}^{\infty}\frac{d\nu}{e^{h\nu/k\Theta}-1}
=-\frac{2k\Theta}{h}\ln\!\left(1-e^{-hc/(\lambda_c k\Theta)}\right).
\]

The integral follows with \(x=h\nu/k\Theta\), since \(1/(e^x-1)\) is the derivative of \(\ln(1-e^{-x})\), which vanishes at infinity. When \(hc/\lambda_c\gg k\Theta\), the rate is close to \((2k\Theta/h)e^{-hc/(\lambda_ck\Theta)}\), so it depends steeply on the long-wave edge \(\lambda_c\) of the transmitted band.

For a black room at 300 K, full coupling and an efficiency of 0.80 over the whole band, the thermal count rate is 109 s\(^{-1}\) for an edge at 1900 nm and 385 s\(^{-1}\) for one at 2000 nm. An ideal filter that passes only 1540 to 1560 nm reduces it to 0.15 s\(^{-1}\), provided that the filter and everything between it and the detector are cold. Warm, absorbing parts behind the filter would add thermal light of their own.

## The estimate beside a real detector

The chosen efficiency, dark rate and dead time are rough typical values for a fibre-coupled superconducting nanowire detector. One assumption to check in such a device is that 100 s\(^{-1}\) is the whole dark rate. If that figure was measured with the fibre blocked by a cold cover, the thermal light must be added. With the 2000 nm edge the total is 485 s\(^{-1}\), and the NEP rises from 2.27 to 4.99 aW/√Hz. These figures belong to the idealized case of a sharp edge and an efficiency of 0.80 for both polarizations up to it. About 72 percent of the thermal counts come from between 1900 and 2000 nm, far from the design wavelength, so a real estimate needs the measured efficiency and fibre transmission in that range. If the figure was measured with the fibre connected as in use, the thermal light is already included. The efficiency of a nanowire also depends on polarization, so \(\eta\) must be the value for the light actually measured.

The dark rate must also be steady. With the 1900 nm edge, warming the room by 1 K adds 9.9 counts per second. An unnoticed change \(\delta\) equals the statistical noise when \(\delta=\sqrt{D/T}\), that is, at

\[
T=\frac{D}{\delta^2}=\frac{100\ \mathrm{s^{-1}}}{(9.94\ \mathrm{s^{-1}})^2}\approx1\ \mathrm s ,
\]

where \(D=100\) s\(^{-1}\) is used for the noise. This pairing is only approximate, since a total of 100 s\(^{-1}\) cannot contain 109 thermal counts per second; if all of the 100 s\(^{-1}\) were thermal, the drift would be about 9.1 s\(^{-1}\) and the time about 1.2 s. If the 109 thermal counts per second come on top of this rate, the noise is that of 209 s\(^{-1}\), and the time becomes about 2 s. Beyond a second or two, such a drift limits the measurement more than counting noise does, unless the background is filtered out or measured repeatedly. The value of 0.160 aW for a 100 s count requires the dark rate to be known to much better than \(\sqrt{D/T}=1\) s\(^{-1}\), or one percent.

Finally, the dark counts must be independent. If one count can trigger another, as afterpulses do in avalanche diodes, the variance exceeds the mean. The signal triggers such extra counts too, so \(\eta\) must here mean the average number of counts per incident photon, afterpulses included. With this \(\eta\) and the total rate \(D\) held fixed, a variance larger than the mean by a factor \(K\) multiplies the dark-limited NEP by \(\sqrt K\). The factor \(K\) is independent of the counting time only when that time is long compared with the delay of the afterpulses. The numerical output below lists the main values used here.

## Computed values

```
INPUTS (rough typical values)
wavelength: 1550 nm
detection efficiency: 0.80
dark-count rate: 100 1/s
dead time: 50 ns
room temperature: 300 K
MAIN ESTIMATE
photon energy: 0.7999 eV
photon energy: 1.2816e-19 J
incident energy per detected count: 1.6020e-19 J
square root of 2D: 14.142 s^-1/2
NEP: 2.266 aW/sqrt(Hz)
NEP: 2.266e-18 W/sqrt(Hz)
photon flux at NEP in 1 Hz: 17.68 1/s
window for 1 Hz bandwidth: 0.5 s
mean dark counts in window: 50.0
rms dark noise in window: 7.071 counts
minimum power, 1 s count: 1.602 aW
minimum power, 100 s count: 0.160 aW
false-alarm threshold: more than 57 counts
false-alarm probability: 0.145
SIMULATION CHECKS
bandwidth by quadrature: 0.9999 Hz
NEP from simulated windows: 2.272 aW/sqrt(Hz)
simulated rate noise density: 200.0 s^-2/Hz
rms rate, exponential filter: 14.15 1/s
simulated signal/dark-noise ratio: 0.997
LIMITS OF THE ESTIMATE
signal shot-noise factor, 0.5 s: 1.073
signal shot-noise factor, 100 s: 1.0050
simulated dark-subtraction factor: 1.415
dead time in simulation test: 5 ms
dead-time factor in test, simulated: 1.226
dead-time factor in test, formula: 1.225
relative NEP increase, real dead time: 2.50e-06
thermal counts, edge 1900 nm: 109.1 1/s
thermal counts, edge 2000 nm: 385.3 1/s
thermal counts, 1540-1560 nm filter: 0.147 1/s
NEP with 2000 nm background added: 4.99 aW/sqrt(Hz)
thermal count rise for +1 K, edge 1900 nm: 9.94 1/s
time when that drift equals dark noise: 1.01 s
```
